# Why thin silicide films break into islands below melting

Anyone who calculates whether a silicide contact survives an anneal must decide what to compute. Comparing the energy of the film with that of islands takes a few lines, but it contains no time and gives no route from one to the other. Following atoms along the surfaces takes more work and needs diffusion constants. Taken alone, the energy comparison also condemns films that, in the model below, have no barrier-free way to break up. The model here is simple enough to do both parts, and it shows what each one decides.

## The model and the energy of the film

Take one grain of a polycrystalline film as a disc of radius \(a\) and mean thickness \(h\), surrounded by mirror-image neighbours. Four isotropic energies per area enter: \(\gamma_s\) for the silicide surface, \(\gamma_i\) for the silicide/silicon interface, \(\gamma_0\) for bare silicon and \(\gamma_b\) for the grain boundary. The volume of silicide is conserved. The interface may move, with silicon filling any space the silicide leaves.

Count energy from bare silicon. The film replaces \(\gamma_0\) by \(\gamma_s+\gamma_i\). The boundary has area \(2\pi a h\), and half of it belongs to this grain, so it adds \(\pi a h\gamma_b\). Dividing by \(\pi a^2\) gives

\[
e_{\rm film}=w+\gamma_b\frac{h}{a},\qquad w=\gamma_s+\gamma_i-\gamma_0 .
\]

If \(w\le 0\) the silicide wets silicon and the argument below does not apply.

The example is a 20 nm film in the rough regime of NiSi on silicon, with \(a=150\) nm and \(\gamma_s,\gamma_i,\gamma_0,\gamma_b=1.5,\ 0.7,\ 1.3,\ 0.6\) J/m². Then \(w=0.9\) J/m², the boundary adds \(0.6\times20/150=0.08\) J/m², and \(e_{\rm film}=0.98\) J/m².

## The energy of islands

Let each grain collapse into one island, a lens made of a cap above the silicon plane and a cap below it. At its edge the tensions balance:

\[
\gamma_s\cos\theta_1+\gamma_i\cos\theta_2=\gamma_0,\qquad
\gamma_s\sin\theta_1=\gamma_i\sin\theta_2 .
\]

Write the first as \(\gamma_i\cos\theta_2=\gamma_0-\gamma_s\cos\theta_1\), square both equations and add them. The result is \(\gamma_i^2=\gamma_0^2+\gamma_s^2-2\gamma_0\gamma_s\cos\theta_1\), so

\[
\cos\theta_1=\frac{\gamma_s^2+\gamma_0^2-\gamma_i^2}{2\gamma_s\gamma_0},
\]

and exchanging \(s\) and \(i\) gives \(\cos\theta_2\). The angles are 27.8° above and 92.2° below: the island sits mostly inside the silicon.

The energy follows from scaling. Every term is an area, so the least energy at volume \(V\) obeys \(E\propto V^{2/3}\), hence \(dE/dV=2E/(3V)\). Adding volume with the edge fixed costs \(p\,dV\), where \(p=2\gamma_s/R_1=2\gamma_i/R_2\) is the pressure common to both caps. Moving the edge costs nothing to first order, because the shape is at its minimum. Therefore \(dE/dV=p\) and \(E=\tfrac32pV\).

A cap of radius \(R\) and angle \(\theta\) has volume \(\tfrac{\pi}{3}R^3(1-\cos\theta)^2(2+\cos\theta)\). Inserting \(R=2\gamma/p\) for each cap gives \(V=K/p^3\) with

\[
K=\frac{8\pi}{3}\sum_{\rm caps}\gamma^3(1-\cos\theta)^2(2+\cos\theta).
\]

Thus \(p=(K/V)^{1/3}\) and \(E=CV^{2/3}\) with \(C=\tfrac32K^{1/3}\). With \(V=\pi a^2h\), the energy per film area is

\[
e_{\rm isl}=\frac{C(\pi a^2h)^{2/3}}{\pi a^2}=C\left(\frac{\pi a^2}{h^2}\right)^{-1/3}.
\]

Only the ratio \(a/h\) appears. Larger collecting areas make fewer, larger islands with less surface per volume. Here \(C=2.89\) J/m², which a direct minimization over both cap shapes reproduces, and \(e_{\rm isl}=0.515\) J/m². The gain is \(0.980-0.515=0.465\) J/m².

Setting \(e_{\rm isl}=e_{\rm film}\) gives the energy threshold. Without boundary energy it is \(\pi a^2/h^2=(C/w)^3\), or \(a/h=3.25\). With boundary energy it drops to 2.18.

If the interface cannot move, islands have a flat base and \(\cos\theta=(\gamma_0-\gamma_i)/\gamma_s\). The same scaling argument gives \(E=3\gamma_sV/R\), a threshold of 4.97 and a smaller gain of 0.204 J/m².

None of this requires a liquid. The gain is about 3.5 meV per formula unit, against \(kT=82\) meV at 950 K. It is small because it comes from surfaces, yet it acts on the shape of the whole grain, so thermal energy does not cancel it.

## Why the gain does not supply a path

Try to open a hole of radius \(r\) inside a grain. It removes film energy \(\pi r^2w\) but creates a wall of area \(2\pi rh\):

\[
\Delta E=2\pi rh\gamma_s-\pi r^2w .
\]

The derivative vanishes at \(r^*=h\gamma_s/w=33\) nm, where

\[
\Delta E^*=\frac{2\pi h^2\gamma_s^2}{w}-\frac{\pi h^2\gamma_s^2}{w}=\frac{\pi h^2\gamma_s^2}{w}\approx2\times10^4\ {\rm eV}.
\]

This is \(2.4\times10^5\,kT\). The vertical wall makes it an estimate, since a curved wall costs less, but even a thousandfold reduction would leave about \(240\,kT\). Thermal nucleation of holes inside a grain is therefore ruled out here.

## The path opened by grain boundaries

A grain boundary pulls on the surfaces it meets. Let each face of the grain bulge into a spherical cap with edge angle \(\varphi\), and define \(t=\tan(\varphi/2)\). The cap height is \(at\), its area is \(\pi a^2(1+t^2)\), and its volume is \(\pi a^3(t/2+t^3/6)\). Volume conservation fixes the thickness left at the boundary:

\[
e=h-a\sum_{s,i}\left(\frac t2+\frac{t^3}{6}\right).
\]

The energy per area is \(\gamma_s(1+t_s^2)+\gamma_i(1+t_i^2)-\gamma_0+\gamma_be/a\). Differentiating with respect to either \(t\) gives

\[
2\gamma t-\frac{\gamma_b}{2}(1+t^2)=0
\quad\Rightarrow\quad
\sin\varphi=\frac{2t}{1+t^2}=\frac{\gamma_b}{2\gamma}.
\]

The angles are 11.5° at the surface and 25.4° at the interface. The interface groove is steeper because \(\gamma_i\) is smaller.

The grooves meet when \(e=0\), so a static film is cut if

\[
\frac ah>\frac{1}{\sum(t/2+t^3/6)}=6.05 .
\]

For small slopes \(m=\tan\varphi\), \(t\approx m/2\) and the threshold becomes \(4/(m_s+m_i)=5.90\).

Grooving also lowers the energy of the uncut film. Putting the equilibrium values of \(t\) back into the energy gives 0.048 J/m² less than the flat film, whatever the value of \(a/h\). Compared with this grooved film, islands win only above \(a/h=2.40\) instead of 2.18.

There are thus three regimes in this model. Below \(a/h=2.40\), one island per grain costs more than the grooved film, as long as the lens still fits inside its grain. Between 2.40 and 6.05, islands cost less but the grooves stop before they meet, so the film is metastable. Above 6.05, grooving cuts it without a barrier. The example has \(a/h=7.5\).

At the static cut, the two faces have the same pressure, since \(2\gamma\sin\varphi/a=\gamma_b/a\) for both. Exchanging volume between them then costs nothing to first order. If the free edge retreats by \(\delta\), the surface shortens by \(\delta\cos\varphi_s\), the interface shortens by \(\delta\cos\varphi_i\), and bare silicon grows by \(\delta\). The inward pull per edge length is

\[
\gamma_s\cos\varphi_s+\gamma_i\cos\varphi_i-\gamma_0=0.80\ {\rm J/m^2}.
\]

It is positive, so the gap widens instead of healing.

## How long the path takes

Let \(u\) be the outward displacement of a face. For small slopes its excess chemical potential is \(\mu=-\gamma\Omega\nabla^2u\), where \(\Omega\) is the volume of a formula unit. With \(\Omega^{-2/3}\) mobile units per area and diffusivity \(D\), the flux is \(\mathbf J=-(D\Omega^{-2/3}/kT)\nabla\mu\). Conservation, \(u_t=-\Omega\nabla\cdot\mathbf J\), gives

\[
u_t=-B\nabla^4u,\qquad B=\frac{D\gamma\Omega^{4/3}}{kT}.
\]

A ripple with \(\nabla^2u=-k^2u\) decays as \(e^{-Bk^4t}\). A face without a boundary groove therefore smooths itself.

The groove supplies different edge conditions: \(u_r=-m\) and no flux, \(\partial_r\nabla^2u=0\), at \(r=a\). Set \(\rho=r/a\), \(\tau=Bt/a^4\) and \(u=maU\), starting from \(U=0\). The final shape is

\[
U_\infty=\frac14-\frac{\rho^2}{2}.
\]

It has edge slope \(-1\), zero mean and constant curvature. The remainder must have zero slope and zero flux at the edge, so it is a sum \(\sum c_nJ_0(k_n\rho)e^{-k_n^4\tau}\) with \(J_1(k_n)=0\). The initial condition and the norm \(\int_0^1\rho J_0^2(k_n\rho)\,d\rho=J_0^2(k_n)/2\) give

\[
c_n=-\frac{2}{J_0^2(k_n)}\int_0^1\rho\,U_\infty J_0(k_n\rho)\,d\rho .
\]

To evaluate the integral, replace \(J_0\) by \(-\nabla^2J_0/k_n^2\) and integrate by parts twice. The term with \(\nabla^2U_\infty=-2\) vanishes, because \(\int_0^1\rho J_0(k_n\rho)\,d\rho=J_1(k_n)/k_n=0\). The edge term leaves \(-J_0(k_n)/k_n^2\). Hence \(c_n=2/[k_n^2J_0(k_n)]\), and the groove depth is \(maG(\tau)\) with

\[
G(\tau)=-U(1,\tau)=\frac14-\sum_n\frac{2}{k_n^2}e^{-k_n^4\tau}.
\]

Each face has its own \(B\) and \(m\), so the cut occurs when

\[
m_sG\!\left(\frac{B_st}{a^4}\right)+m_iG\!\left(\frac{B_it}{a^4}\right)=\frac ha .
\]

With \(a/h\), the slopes and \(B_i/B_s\) held fixed, this determines \(B_st/a^4\), so \(t\propto h^4/B_s\). Two of the four powers come from curvature as the driving force, and two from the spreading of its gradient by diffusion.

**Wide grains.** At early times many terms contribute, and neighbouring roots lie about \(\pi\) apart. Then

\[
\frac{dG}{d\tau}=\sum_n2k_n^2e^{-k_n^4\tau}\approx\frac2\pi\int_0^\infty k^2e^{-k^4\tau}dk=\frac{\Gamma(3/4)}{2\pi}\tau^{-3/4},
\]

which integrates to \(G\approx(2/\pi)\Gamma(3/4)\tau^{1/4}=0.78\,\tau^{1/4}\). The depth \(0.78\,m(Bt)^{1/4}\) no longer contains \(a\). In wide grains the first cut needs transport only over a groove width of order \(h/m\). Gathering the material into one island still needs transport over a distance of order \(a\).

## Reading the numbers

The diffusion inputs are round choices: \(D=D_0e^{-Q/kT}\) with \(D_0=10\) cm²/s and \(Q=1.8\) eV, an interface diffusivity ten times smaller, and \(\Omega=0.024\) nm³. At 950 K they give \(B_s=2.24\times10^5\) and \(B_i=1.04\times10^4\) nm⁴/s.

The small-slope cutting time is 130 s. By then \(B_st/a^4=0.057\), and with \(k_1^4=215.6\) the surface groove has saturated at \(0.204\times150/4=7.7\) nm. The interface must supply the other 12.3 nm, which requires \(G=12.3/(0.474\times150)=0.17\). The slower interface therefore sets the time.

Solving the full nonlinear surface-diffusion equation gives 165 s, 27% longer than the small-slope value. The film energy fell between all 25 sampled times, reaching 0.936 J/m² at the cut. Doubling both \(h\) and \(a\) multiplied the time by 16.00.

The small-slope temperatures for a cut in 60 s, with \(a/h=7.5\) held fixed, are:

| \(h\) (nm) | \(T\) (K) |
|---|---|
| 10 | 868 |
| 20 | 986 |
| 40 | 1144 |
| 100 | 1456 |
| 200 | 1842 |

The rough melting point is 1300 K, reached at \(h=67\) nm. The full equation raises the tabulated temperatures by 8 to 43 K and lowers this thickness to 63 nm. The last two entries are extrapolations that mean the film would melt before being cut in that time.

All five films have the same energy gain per area. The difference between them is the length of the path. A thick film is not immune: at 950 K the small-slope cutting time of the 200 nm film is about 15 days.

At fixed grain radius the dependence on thickness is not a fourth power. With \(a=150\) nm, thinning the film from 20 to 15 nm shortens the small-slope time from 130 to 21 s, while films thicker than 24.8 nm (25.4 nm in the small-slope approximation) are not cut at all. Between 15 and 20 nm the time rises faster than \(h^4\) mainly because the surface groove is almost saturated, so the slower interface must supply nearly all the extra depth. Closer to the static threshold the time grows without limit.

## The model beside real NiSi

NiSi films a few tens of nanometres thick are known to degrade at roughly 900 to 1000 K, and the example falls in that range. This is not a prediction, because the diffusion constants were chosen and the interfacial energies are rough. The result also depends on the assumption of a mobile interface. If it is immobile, the groove threshold rises from 6.05 to 19.7 and the example film is not cut. If it diffuses as fast as the surface, the time falls from 130 to 17 s. Lowering \(\gamma_b\) to 0.4 J/m² raises the threshold to 9.35, which also protects this film as long as the grains are treated as discs.

Two other neglected effects can be sized. A biaxial strain \(\varepsilon=0.005\) with a biaxial modulus \(M=200\) GPa stores \(M\varepsilon^2h=0.1\) J/m², about a fifth of the gain, and islands could release part of it. In a thick body, volume diffusion through a depth \(a/k_1=39\) nm would match a surface layer of thickness \(\Omega^{1/3}\) when \(D_v=D\Omega^{1/3}k_1/a=2\times10^{-11}\) cm²/s. For the slower interface the thick-body matching value is ten times smaller. The 20 nm depth of the film changes these values by a factor that depends on the other face. If that face passes no flux, the value is divided by \(\tanh(k_1h/a)=0.47\) and about doubles. In the model both faces move, and the fast surface acts as a sink for the interface, so the interface value is instead multiplied by about 0.47. This gives \(1\times10^{-12}\) cm²/s, which is the value to compare, since the interface sets the time. Faster volume transport would shorten the path time.

Real grains also have facets and triple junctions, they grow during the anneal, and NiSi can convert to NiSi₂ near the upper end of this temperature range. Growth matters directly, since it can carry a metastable film past the groove threshold. In the model, keeping \(a/h\) below that threshold protects a film against grooving if the grain size, the boundary energy and the phase stay as assumed. A real film needs a wide margin, because grooves are deeper at triple junctions, where holes can open first. For hexagonal grains of the same area, with spherical caps meeting the boundaries at the same angles, the corners open at \(a/h=4.0\) instead of 6.05. With \(\gamma_b=0.4\) J/m² they open at 6.3 instead of 9.35, so the example film with \(a/h=7.5\) would then still be cut. The remaining values are in the numerical output.

## Table of computed values

```
g_s, g_i, g_0, g_b: 1.5, 0.7, 1.3, 0.6 J/m2
thickness h, grain radius a: 20, 150 nm; a/h = 7.50
anneal T 950 K; rough melting point 1300 K
D0 10 cm2/s; Q 1.8 eV; D_i/D_s 0.1; omega 0.024 nm3
w = g_s+g_i-g_0: 0.9 J/m2
island angles top, bottom: 27.8, 92.2 deg
C mobile, flat base: 2.892, 4.352 J/m2
flat film energy: 0.980 J/m2
film energy at the cut: 0.936 J/m2
island energy: 0.515 J/m2
gain, mobile interface: 0.465 J/m2
gain, flat-based islands: 0.204 J/m2
gain per formula unit: 3.48 meV
kT: 81.9 meV
island base radius, height, depth: 81.4, 20.2, 84.6 nm
fraction of area covered: 0.295
energy threshold a/h, mobile: 2.18
same without boundary energy: 3.25
energy threshold a/h, flat base: 4.97
hole barrier: 1.96e+04 eV
hole barrier / kT: 2.4e+05
critical hole radius: 33.3 nm
groove angles top, bottom: 11.5, 25.4 deg
groove slopes top, bottom: 0.204, 0.474
groove threshold a/h, full: 6.05
groove threshold a/h, small slope: 5.90
thickest film cut at this a: 24.8 nm
inward pull after the cut: 0.802 J/m2
surface diffusivity: 2.82e-09 cm2/s
B surface, interface: 2.24e+05, 1.04e+04 nm4/s
first root k1, k1^4: 3.8317, 215.6
early groove coefficient: 0.7801
cut time, small slope: 130 s
cut time, full equation: 165 s
time ratio for doubled h and a: 16.00
cut time, 15 nm film, same a: 20.8 s
T for cut in 60 s, h = 10 nm, same a/h: 868 K
T for cut in 60 s, h = 20 nm, same a/h: 986 K
T for cut in 60 s, h = 40 nm, same a/h: 1144 K
T for cut in 60 s, h = 100 nm, same a/h: 1456 K
T for cut in 60 s, h = 200 nm, same a/h: 1842 K
h at which that T is the melting point: 67 nm
cut time, 200 nm, same a/h, 950 K: 15.1 days
neglect: immobile interface, threshold a/h: 19.7
neglect: D_i = D_s, cut time: 16.8 s
neglect: g_b = 0.4 J/m2, threshold a/h: 9.35
strain, modulus assumed: 0.005, 200 GPa
neglect: elastic energy: 0.1 J/m2
neglect: competing volume diffusivity: 2.08e-11 cm2/s
```
